Why electron doping of wide-gap nitrides saturates through charged vacancies

**Question.** Shallow donors are added to a wide-gap nitride during growth. At first each donor supplies one conduction electron, but at high doping most added donors supply almost none. Why does the crystal respond in this way, and does the electron density have a true upper limit?

**The mechanism**

An electron in the conduction band is expensive when the gap is wide. A cation vacancy offers empty acceptor levels deep in the gap, and electrons that drop into them release energy. Making the vacancy costs energy, but this gain pays part of the bill, and the gain increases with the Fermi level. Doping therefore makes its own compensating defects cheaper. This is one route to compensation, and the only one modelled here. In real nitrides, acceptor impurities such as carbon and donors that relax into deep states can also limit the electron density, and where the vacancy is costly enough, as in GaN, densities above 10²⁰ cm⁻³ are reached.

Let E_F be the Fermi level measured from the valence-band edge, so that the conduction-band edge E_c equals the gap. Let E₀ be the formation energy of the neutral vacancy, including the chemical potential of the removed cation, and let ε₁, ε₂, ε₃ be its successive acceptor levels. Filling level j with an electron from the Fermi level changes the energy by ε_j − E_F. After three electrons,

E₃(E_F) = E₀ + ε₁ + ε₂ + ε₃ − 3E_F,

dE₃/dE_F = −3.

Since E₂ − E₃ = E_F − ε₃, vacancies of charge 2− are rarer than those of charge 3− by exp[−(E_F − ε₃)/kT]. With E_F far above ε₃, only the 3− state matters.

**How many vacancies form**

Assume that vacancies equilibrate with the electrons at the growth temperature T, that defects are dilute, and that donors not bound to a vacancy are ionized. Energies are taken as independent of T and doping; vibrational entropy and spin degeneracy are left out. Holes are neglected, which is justified when n is far above the intrinsic density, as it is here.

A negative vacancy can also bind a positive donor. The pair has charge −3 + 1 = −2. Per unit volume, let N_d be the total donor density, V that of isolated vacancies, C that of pairs, and D = N_d − C that of unbound donors. Every vacancy, isolated or paired, has removed three electrons from the band, so the electron density is

n = N_d − 3V − 3C.

Let e₃ = E₃(E_c) be the vacancy energy when its electrons come from the band edge, E_b the binding energy of a pair, N the density of cation sites, and z the number of donor positions next to a vacancy. With f(n) the free energy of the electron gas, counted from E_c, the total free energy density is

F = Ve₃ + C(e₃ − E_b) + f(n) − TS.

The entropy counts the ways to place V vacancies on N sites, to choose which C donors are paired, and to place each partner vacancy in one of z positions. For large numbers,

∂(TS)/∂V = kT ln[(N − V)/V],

∂(TS)/∂C = kT ln[z(N_d − C)/C].

Because df/dn = E_F − E_c and ∂n/∂V = ∂n/∂C = −3, the electron gas contributes −3(E_F − E_c) to both derivatives of F. Added to e₃, this gives E₃(E_F). Setting the derivatives to zero, with V ≪ N, yields

V = N exp[−E₃(E_F)/kT],

C/D ≡ r = z exp{−[E₃(E_F) − E_b]/kT}.

Minimizing the free energy thus gives a vacancy density governed by E₃(E_F), the formation energy that falls as the Fermi level rises. Substituting N_d = D + C into the electron count gives charge neutrality:

D = n + 3V + 2C.

The acceptor charge is Q = 3V + 2C, in units of the elementary charge, and Q/D = 1 − n/D. When n is much smaller than D, the donor and acceptor charges nearly balance. The numbers of donors and acceptors do not, because each acceptor carries two or three charges.

**Isolated vacancies: a slow rise without a ceiling**

Take C = 0 first. For a parabolic band,

n = N_c F₁/₂(η), η = (E_F − E_c)/kT,

where N_c is the effective density of states and F₁/₂ is the normalized Fermi integral, which tends to exp(η) when η ≪ −1. In that nondegenerate regime exp(η) = n/N_c, so

V = N exp(−e₃/kT) (n/N_c)³.

Compensation sets in around the density n_x at which 3V = n:

3N exp(−e₃/kT) n_x³/N_c³ = n_x,

n_x = N_c √[N_c exp(e₃/kT)/(3N)].

Well above this onset, provided the electron gas is still nondegenerate, N_d ≈ 3V ∝ n³, hence n ∝ N_d^(1/3).

The response at any doping follows from N_d = n + Q with Q = 3V. Define s = F₁/₂/F₋₁/₂. Since dF₁/₂/dη = F₋₁/₂,

dn/dE_F = n/(s kT),

dQ/dE_F = 3 × 3V/kT = 3Q/kT.

Therefore

d ln n/d ln N_d = (N_d/n) (dn/dE_F)/(dn/dE_F + dQ/dE_F)

= (N_d/n) (n/s)/(n/s + 3Q)

= (n + Q)/(n + 3sQ).

For Q ≪ n the slope is 1. For Q ≫ n it is 1/(3s), which is 1/3 in the nondegenerate regime, where s = 1, and smaller in a degenerate gas, where s > 1.

This is not strict saturation. If E_F stayed below some fixed value, n + 3V would be bounded and could not equal an ever larger N_d. Within the dilute model E_F, and with it n, must keep rising, though slowly.

**Donor–vacancy pairs: a true ceiling**

With pairs present, put C = rD into neutrality:

D(1 − 2r) = n + 3V.

The right side is positive, so r < 1/2. But r grows with E_F, so this inequality bounds the Fermi level. At the bound,

z exp{−[E₃(0) − 3E_F − E_b]/kT} = 1/2.

Taking the logarithm and solving for E_F gives

E_F,max = [E₃(0) − E_b − kT ln(2z)]/3.

The bound is approached as N_d grows. Since r < 1/2, D = N_d/(1 + r) exceeds 2N_d/3 and grows without limit, while n + 3V stays bounded; hence 1 − 2r must tend to zero. Physically, at a fixed Fermi level the number of pairs is proportional to the number of donors. As the crystal approaches one pair of charge 2− for every two unbound donors, further donors bring almost all of their own compensation.

**The number**

The following round parameters describe a model nitride, not a particular compound. Energies are in eV and densities in cm⁻³, the natural units for this problem. The gap is 4.0 eV and T = 1400 K, so kT = 0.1206 eV. The effective mass of the conduction electrons is 0.3 free-electron masses, which gives N_c = 4.16 × 10¹⁹ cm⁻³. The other inputs are N = 4 × 10²² cm⁻³, E₀ = 8.1 eV, levels at 1.0, 1.5 and 2.0 eV, E_b = 0.5 eV and z = 12. Then

E₃(0) = 8.1 + 1.0 + 1.5 + 2.0 = 12.6 eV,

e₃ = 12.6 − 3 × 4.0 = 0.6 eV.

The onset estimate is

n_x = 4.16 × 10¹⁹ × √[4.16 × 10¹⁹ × exp(0.6/0.1206)/(1.2 × 10²³)]

≈ 9.3 × 10¹⁸ cm⁻³.

At N_d = 2n_x the full solution for isolated vacancies gives n = 8.8 × 10¹⁸ cm⁻³, about 6% below the estimate. The sign is that of degeneracy: Fermi statistics require a higher E_F for the same n, and so more vacancies.

With isolated vacancies only, raising N_d from 10²⁰ to 10²¹ cm⁻³ raises n from 1.68 × 10¹⁹ to 3.31 × 10¹⁹ cm⁻³. Ten times the donors give about twice the electrons. At the upper end s = 1.28 and the slope is 0.27, already below 1/3.

With pairs, the ceiling is

E_F,max = (12.6 − 0.5 − 0.1206 × ln 24)/3 = 3.906 eV,

or 0.094 eV below the conduction-band edge. The corresponding electron density is 1.65 × 10¹⁹ cm⁻³. The approach to it is as follows, with all densities in cm⁻³:

N_d = 10¹⁸: n = 9.9 × 10¹⁷, Q/D = 0.01
N_d = 10¹⁹: n = 6.2 × 10¹⁸, Q/D = 0.37
N_d = 10²⁰: n = 1.29 × 10¹⁹, Q/D = 0.84
N_d = 10²¹: n = 1.59 × 10¹⁹, Q/D = 0.98

In the last row D = 6.95 × 10²⁰ cm⁻³ and

Q = 3 × 2.317 × 10¹⁹ + 2 × 3.049 × 10²⁰ ≈ 6.79 × 10²⁰ cm⁻³.

The electrons are the small difference between these two charges. Most of the compensation comes from pairs, and r = 0.44 is approaching its limit of 1/2.

**Is the falling energy really the cause?**

Between N_d = 10¹⁸ and 10²¹ cm⁻³, with pairs included, E_F rises by 0.350 eV. The vacancy energy falls by three times as much, from 1.95 to 0.90 eV. This multiplies the isolated-vacancy density by exp(1.051/0.1206) ≈ 6 × 10³.

A control calculation removes the feedback. The defect energies are held at their values for N_d = 10¹⁸ cm⁻³, while the electron gas still responds to doping. At N_d = 10²¹ cm⁻³ this gives n = 9.998 × 10²⁰ cm⁻³ instead of 1.59 × 10¹⁹ cm⁻³. In this model the limit therefore comes from the dependence of defect energy on Fermi level, not from the mere presence of acceptors.

The equilibrium equations were also tested by minimizing the free energy directly at N_d = 10¹⁹, 10²⁰ and 10²¹ cm⁻³, with and without pairs. The resulting densities differ from those of the equations by at most 0.21%, relative to the latter. The direct minimization keeps the factor N − V that the dilute formula replaces by N.

**Why a wide gap makes it worse, and what helps**

The formula for E_F,max does not contain E_c. If the gap widens by raising the conduction band, with E₀ and the acceptor levels fixed relative to the valence band, the ceiling stays where it is and the band edge moves away from it. For a gap wider by 0.1 eV, the solution at N_d = 10²¹ cm⁻³ moves E_F by only 0.0005 eV, while n falls from 1.59 × 10¹⁹ to 7.5 × 10¹⁸ cm⁻³. In a real alloy series E₀ and the levels may shift too, and their changes must then be included.

Raising the vacancy energy by x raises the ceiling by x/3, because three electrons share the cost. A higher cation chemical potential, meaning cation-rich growth, does this. For x = 0.3 eV the computed E_F rises by 0.099 eV and n doubles to 3.2 × 10¹⁹ cm⁻³. This comparison keeps N_d fixed, although growth conditions can also change donor incorporation.

**Where the answer stops holding**

On cooling, suppose that the defects freeze in place. The difference D − 3V − 2C is then conserved, so the electron density set at growth survives as long as the unbound donors stay ionized and the acceptors keep their charge. The first condition is demanding. For a relative permittivity near 9 and this mass, a hydrogenic donor level lies about 0.05 eV below the band edge. If it remained a discrete level, about half of the unbound donors would be neutral in the last two rows even at the growth temperature, and on cooling the few remaining electrons would largely freeze onto the many empty donors. Full ionization assumes that the donor states have merged with the band. Neutral donors change the tabulated densities but not the bound r < 1/2, with D read as the density of ionized unbound donors. If vacancies cannot equilibrate during growth, compensation may be weaker than calculated here.

At N_d = 10²¹ cm⁻³ donors amount to 2.5% of the cation sites. Even a random arrangement then puts 12 × 0.025 = 0.3 donors next to an average vacancy, so complexes with two donors should not be ignored. Binding makes them more common still. Two donors can be placed next to a vacancy in 66 ways, one donor in 12. If the second donor is bound as strongly as the first, the ratio of two-donor to one-donor complexes is therefore (66/12)(D/N) exp(E_b/kT). With D from the one-donor solution at N_d = 10²⁰ cm⁻³, this is already about 0.7. Coulomb interactions between charged defects are also left out. For a relative permittivity near 9, screening by the electrons alone lowers the energy of a 3− defect by about 0.2 eV, nearly 2kT, already at N_d = 10¹⁹ cm⁻³. The point-charge attraction between a 3− vacancy and a donor 0.32 nm away is about 1.5 eV, well above the E_b used here, and any increase of E_b lowers the ceiling by a third of that increase. The table thus illustrates the model more than it predicts a material, the last two rows most of all.

Such complexes can turn the plateau into a decline. A vacancy with two donors has charge −1, and in the nondegenerate regime its density is C₂ = κD²n³, with κ fixed by temperature and energies. As long as no complex carries positive charge, neutrality requires C₂ < D, whatever other acceptors are present, so

n < (κD)^(−1/3).

Since each such complex holds two donors, this bound falls as more unbound donors accumulate. As D grows the bound tends to zero, so n must pass through a maximum and then fall as donors are added; the turn can come while the bound still lies above the plateau. Both this bound and the ceiling on E_F require that no complex be positive. A vacancy with four or more donors would itself be a donor, so both results rest on the binding weakening as the charge of the vacancy is neutralized. The calculated values for the one-donor model are in the numerical output below.

Computed values

```
T = 1400 K, kT = 0.12064 eV, gap = 4.0 eV
masses: electron 0.3, hole 1.0 (electron masses)
Nc = 4.157e+19, Nv = 2.530e+20, sites = 4.0e+22 cm^-3
neutral vacancy energy = 8.1 eV
acceptor levels above valence edge (eV): 1.0 1.5 2.0
E3 at EF = Ec: 0.600 eV
binding = 0.5 eV, neighbour sites = 12
Isolated vacancies only (densities cm^-3, energies eV)
Nd       n          V          EF-Ec    E3      Q/D
1e+17  9.999e+16  3.862e+12  -0.7274  2.7821  0.00012
1e+18  9.885e+17  3.818e+15  -0.4501  1.9502  0.01145
1e+19  6.412e+18  1.196e+18  -0.2189  1.2568  0.35880
1e+20  1.676e+19  2.775e+19  -0.0925  0.8775  0.83242
1e+21  3.310e+19  3.223e+20  +0.0061  0.5816  0.96690
With complexes (densities cm^-3, energies eV)
Nd       n          V          C          EF-Ec    E3      Q/D
1e+17  9.999e+16  3.862e+12  7.309e+09  -0.7274  2.7821  0.00012
1e+18  9.883e+17  3.815e+15  7.220e+13  -0.4501  1.9502  0.01159
1e+19  6.192e+18  1.071e+18  1.986e+17  -0.2234  1.2701  0.36830
1e+20  1.286e+19  1.136e+19  1.769e+19  -0.1284  0.9853  0.84378
1e+21  1.590e+19  2.317e+19  3.049e+20  -0.0997  0.8992  0.97713
Isolated: Nd (cm^-3), dln n/dln Nd numeric, law, s
1e+17  0.99977  0.99977  1.0009
1e+18  0.97733  0.97733  1.0084
1e+19  0.56304  0.56304  1.0543
1e+20  0.33147  0.33147  1.1410
1e+21  0.26789  0.26789  1.2755
slope, vacancy 1 eV cheaper, Nd 1e20: 0.3326
onset estimate n_x = 9.301e+18 cm^-3
solved n at Nd = 2 n_x: 8.788e+18 cm^-3
ceiling EF = 3.9055 eV, EF-Ec = -0.0945 eV
ceiling n = 1.652e+19 cm^-3
C/D at Nd 1e21: 0.4386 (limit 0.5)
D at Nd 1e21: 6.951e+20 cm^-3
acceptor charge Q at Nd 1e21: 6.792e+20 e cm^-3
frozen energies, Nd 1e21: n = 9.9977e+20 cm^-3
  their reference EF-Ec = -0.4501 eV
gap +0.1 eV, Nd 1e21: n = 7.480e+18 cm^-3
  EF change = +0.00048 eV
vacancy +0.3 eV, Nd 1e21: n = 3.167e+19 cm^-3
  EF change = +0.09910 eV
largest share of vacancies not 3-: 2.6e-05
largest gap to free-energy minimum: 0.210 percent
```
